Why a Growth Exponent Alone Does Not Identify a Universality Class

A metal film is grown on a flat crystal at low temperature, and its rms roughness W is measured at a series of thicknesses. On logarithmic axes the points lie on a line of slope β ≈ 0.20. A known equation of conserved nonlinear growth has β = 1/5 on a two-dimensional surface. Does the measurement show that this equation governs the film?

**A linear surface that gives the same slope**

Let h(x,t) be the height measured from its mean. Suppose that the surface obeys a linear equation,

∂h/∂t = ν∇²h − K∇⁴h + η.

The ν term describes a net downhill current of arriving atoms, and the K term smoothing by surface diffusion. Atoms of volume Ω arrive independently. If the film grows at speed v, v/Ω atoms land per unit area and time, and each adds Ωδ²(x−x′) to the height. The noise strength is therefore Ω²·v/Ω = Ωv:

⟨η(x,t)η(x′,t′)⟩ = 2D δ²(x−x′)δ(t−t′), D = Ωv/2.

A Fourier mode relaxes at the rate ω = νk² + Kk⁴. From a flat start, h_k is the integral of exp[−ω(t−t′)]η_k(t′) over t′ from 0 to t, so its power spectrum is

S(k,t) = 2D ∫₀ᵗ exp[−2ω(t−t′)] dt′ = D[1 − exp(−2ωt)]/ω.

On an infinite surface W² = (1/2π)∫₀^∞ S k dk. Since ∂S/∂t = 2D exp(−2ωt), the substitution u = k², k dk = du/2 gives

dW²/dt = (D/2π) ∫₀^∞ exp(−2νtu − 2Ktu²) du.

Define s = ν√(t/2K) and complete the square:

2Ktu² + 2νtu = 2Kt(u + ν/2K)² − s².

With y = √(2Kt)(u + ν/2K) the lower limit becomes y = s. The remaining integral of exp(−y²) from s to infinity is (√π/2)erfc(s). Writing erfcx(s) = exp(s²)erfc(s),

dW²/dt = D erfcx(s)/[4√π √(2Kt)].

Now t = 2Ks²/ν², so dt = (4Ks/ν²)ds and √(2Kt) = 2Ks/ν. Hence

W² = [D/(2√π ν)] E(s), E(s) = ∫₀ˢ erfcx(u) du.

The slope read from a logarithmic plot is β_eff = d ln W/d ln t. One factor 1/2 comes from W², another from s ∝ √t:

β_eff = s erfcx(s)/[4E(s)].

For small s, erfcx → 1 and E → s, so β_eff → 1/4 and W² → D√(t/8πK): diffusion alone smooths the surface. For large s, erfcx(s) ≈ 1/(√π s), so E grows as ln s and β_eff → 0. Being continuous, β_eff takes every value between 0 and 1/4, including 1/5. A real-space simulation of the equation on a 256 × 256 grid, with ν = 0.2 and K = D = 1 in dimensionless units, gave a gain in W² of 0.457 between t = 2 and t = 24. The formula gives 0.453. Sampling causes an error of about 5 percent and the lattice one of about 1 percent, so the closer agreement is partly luck.

**The numbers an experimenter would see**

Take ν = 4×10⁻⁴ nm²/s, K = 10⁻³ nm⁴/s, v = 0.05 nm/s and Ω = 0.0172 nm³. Then

D = 0.0172 × 0.05/2 = 4.3×10⁻⁴ nm⁴/s,

t_× = K/ν² = 10⁻³/(1.6×10⁻⁷) = 6250 s.

At k² = ν/K the two smoothing terms are equal, and each contributes ν²/K = 1/t_× to ω. Observe the decade from 625 to 6250 s, when the film thickens from 31 to 312 nm. W rises from 0.246 to 0.393 nm, so the end points alone give

β ≈ ln(0.393/0.246)/ln 10 ≈ 0.20.

A fit to 21 times gives β = 0.205. The local slope falls from 0.222 to 0.182, but W departs from the fitted power law by at most 0.8 percent of its value. Data with errors of a few percent would show a straight line.

The rival equation is

∂h/∂t = −K∇⁴h + λ∇²(∇h)² + η.

Let lengths scale by b, heights by b^α and times by b^z. The noise strength D is then multiplied by b^(z−2α−d) on a d-dimensional surface, and λ by b^(α+z−4). Both coefficients stay fixed if z = 2α + d and α + z = 4. The second condition neglects corrections to λ from fluctuations, so the result is a leading-order one. For d = 2 it gives α = 2/3, z = 10/3 and β = α/z = 1/5. The linear film has reproduced this β with λ = 0.

A lateral length can be followed as well. Let k_half be the wavenumber at which S has fallen to half its value at k = 0, where S = 2Dt. It satisfies [1 − exp(−X)]/X = 1/2 with X = 2ωt, so X ≈ 1.59. In the example k_half falls from 0.973 to 0.457 nm⁻¹. Outside pure scaling, the fitted z depends on which lateral length is chosen. Fitting k_half ∝ t^(−1/z) gives z = 3.06, so that

βz = 0.205 × 3.06 ≈ 0.63.

This is close to the rival's α = 0.67, and z is within about 10 percent of the rival's 3.33. With this choice of length, the two exponents taken from the growth in time would still make a plausible case for the wrong equation. The distance at which the height autocorrelation falls to half gives instead z ≈ 4.0 and βz ≈ 0.81.

The spatial spectrum tests whether the film is in the rival's scaling regime. In a pure scaling regime whose short waves have saturated, the tail of the spectrum is S ∝ k^(−2α−d). At the final time, between 3 and 8 times k_half, the fitted tail gives α = 0.92, far from 0.63, so the data do not lie in one pure scaling regime. The gap is smaller against the autocorrelation value 0.81, but two lengths that give different z are themselves a sign that pure scaling fails. This alone does not exclude the rival equation outside its scaling regime, because its K term also gives a tail with α near 1 at wavelengths where λ is unimportant. For the linear film the reason can be traced. These modes have saturated, so S = D/(νk² + Kk⁴) and

d ln S/d ln k = −4 + 2/(1 + Kk²/ν).

At k = 3 × 0.457 = 1.37 nm⁻¹, Kk²/ν = 4.7 and the slope is −3.65. It approaches −4, or α = 1, at larger k. The tail is governed mainly by K, while the longer waves that carry the growth of W also feel ν.

As a control, setting ν = 0 with K and the times unchanged gives β = 0.250, z = 4.00 and α = 1.00, which agree with α = βz.

**The correct general statement**

1. In a pure scaling regime, α = βz. Independently measured exponents that violate this relation show that the data do not lie in one such regime.
2. β alone does not determine α and z.
3. If relaxation conserves volume, the deposition noise is white and no instability builds mounds, an asymptotic β > 0 in a pure scaling regime does determine α and z, but not the equation.
4. Even agreement of all three exponents does not determine the equation.

*Proof of 1.* In a system of size L, pure scaling means W = L^α f(t/L^z), with the short waves saturated so that the spectral tail gives the same α. While the correlation length is much smaller than L, W cannot depend on L. This requires f(y) ∝ y^(α/z), hence W ∝ t^(α/z) and β = α/z.

*Proof of 2.* Consider modes that relax at the rate ck^z, driven by noise of spectrum 2Dk^(2m). The time integral used above gives

S = (D/c) k^(2m−z)[1 − exp(−2ck^z t)].

At saturation S ∝ k^(2m−z). Comparison with k^(−2α−d) gives

α = (z − 2m − d)/2.

For the growing surface, W² ∝ ∫S k^(d−1)dk. Put k = q t^(−1/z). The bracket becomes independent of t, and the powers of k supply

W² ∝ t^((z−2m−d)/z), β = (z − 2m − d)/(2z).

The q integral converges at large q if z > 2m + d and at small q if d + 2m > 0. Solving for m,

m = [z(1 − 2β) − d]/2,

so one value of β leaves a whole line of pairs (z,m). Measuring z as well fixes m, but only for someone who already knows that the equation belongs to this linear family.

A nonlinear equation can share β too. For d = 1, linear |k|³ relaxation with white noise (z = 3, m = 0) has β = 1/3 and α = 1. Compare the Kardar-Parisi-Zhang (KPZ) equation,

∂h/∂t = ν∂²h/∂x² + (λ/2)(∂h/∂x)² + η.

For λ = 0 its saturated spectrum is D/(νk²), which belongs to the Gaussian distribution P ∝ exp[−(ν/2D)∫(∂h/∂x)²dx]. The λ term leaves P stationary. With primes for x derivatives, δ ln P/δh = (ν/D)h″, so the change of P along the nonlinear flow is proportional to ∫h′²h″dx = ∫(h′³/3)′dx, which vanishes on a periodic line. The divergence of the flow is proportional to ∫h′dx, with a symmetric short-distance cutoff, and vanishes too. Thus S ∝ k⁻² and α = 1/2.

For z, tilt the surface:

g(x,t) = h(x + λεt, t) + εx + λε²t/2.

Then ∂g/∂t exceeds ∂h/∂t by λεh′ + λε²/2. The term (λ/2)(h′ + ε)² exceeds (λ/2)h′² by the same amount. So g obeys the same equation with shifted noise, whose statistics are unchanged. The λ in the shift λεt is the coefficient in the equation, so coarse-graining cannot alter it except by rescaling. Slopes scale as b^(α−1), times as b^z and shifts as b, which multiplies λ by b^(α+z−2). A scale-invariant surface with λ ≠ 0 needs α + z = 2, hence z = 3/2 and β = 1/3.

The two equations share β and differ by a factor of two in both α and z. A growth simulation illustrates the KPZ values. At each step a site takes the larger of its own and one neighbour's height, plus an exponentially distributed random increment. With 2¹⁸ sites and 1024 steps it gave β = 0.342, α = 0.494 and z = 1.51.

*Proof of 3.* If relaxation only moves material along the surface, the mode k → 0 does not relax and S(0,t) = 2Dt. Pure scaling has S = t^((2α+d)/z) G(kt^(1/z)). Without mounds, the noise sets the height of the longest waves, and G(0) is finite and nonzero. (An uphill current that builds coarsening mounds also conserves volume, but the spectrum then peaks at the mound spacing, G(0) can vanish, and the argument fails.) Therefore (2α + d)/z = 1, or

z = 2α + d, 2β = 1 − d/z.

Given β, this yields z = d/(1 − 2β) and α = βz. This is the sound part of inferring a class from β, and it requires a surface without mounds and a true asymptotic exponent. The example shows what happens without one: β = 0.205 would imply z = 2/(1 − 0.41) = 3.4, the tail would imply z = 2 × 0.92 + 2 = 3.8, and the direct fit gives 3.06.

The equation remains open. For d = 1 the conserved nonlinear equation has, at leading order, α = 1, z = 3 and β = 1/3, the same as linear |k|³ relaxation. KPZ growth escapes the relation because its nonlinear term does not conserve volume.

*Proof of 4.* In the linear family with d = 1, take z = 3/2 and m = −1/4. Then α = (3/2 + 1/2 − 1)/2 = 1/2 and β = 1/3, which are all the KPZ exponents. With Gaussian noise and a flat start, h is a linear sum of Gaussian variables, so its height distribution has zero skewness. The KPZ simulation gave a skewness of 0.26, with a sampling scatter of several hundredths. Here the shape of the height distribution separates equations that the exponents cannot.

**How far the example resembles a real film**

The temperature, growth rate and atomic volume are roughly those of Ag(001) homoepitaxy near 150 K, with a lattice constant of about 0.41 nm; 312 nm is a thick film for such growth. With a rough hopping barrier of 0.4 eV and an attempt rate of 10¹³ s⁻¹, an atom makes about 1.5 hops while one layer is deposited. At 300 K it would make about 2×10⁶ hops per second, so the surface should be measured cold. The coefficients ν and K are chosen, not derived for silver. A dimensional estimate of ν, v times the surface atomic spacing, is 1.4×10⁻² nm²/s, about 36 times the chosen value; it would give t_× ≈ 5 s and β ≈ 0.07 over the same window, so the imitation needs a small net current. A positive ν assumes a net downhill current, whereas metal (001) films can also build mounds through an uphill one. If ν were negative, mounds about 14 nm apart would grow by a factor e in 25,000 s, four times the length of the run.

Linearity is also a weak assumption. The mean-square slope grows logarithmically with the short-wave cutoff. With wavenumbers up to π over the surface atomic spacing the rms slope reaches 0.43 (0.37 at half that cutoff, 0.47 on the atomic lattice), which strains a small-slope equation. A nonlinear coefficient of natural size, v times the square of the surface atomic spacing, is 4.2×10⁻³ nm³/s. The ratio λW/K, a dimensional estimate of the nonlinear term relative to the K term that ignores how their ratio varies with wavelength, is then 1.65, and λ would have to be below about 2.5×10⁻⁴ nm³/s to bring it under 0.1. In a scaling regime controlled by the nonlinear term, with ν negligible, the leading-order slope would be 0.20; the linear model's slope is 0.18 at the end of the run. With λ of natural size and ν = 0 the rival has not yet reached that regime in this window: its β is near 0.22 and its tail α near 0.9, close to the values of the linear film. The linear film is thus a rival hypothesis for the same data, not a prediction for silver.

The tail used in the test also lies at wavelengths of 1.7 to 4.6 nm, which a probe that blurs features below 5 nm cannot resolve. Such a probe also changes the slope: dropping all wavelengths below 5 nm from W raises the fitted β from 0.205 to 0.26. Replacing k² by its value on an atomic lattice, for waves along a lattice axis, lowers the fitted α from 0.92 to 0.84, still well above βz from k_half, which is 0.61 on the lattice. The numerical output below gives estimates of some other neglected effects.

Calculated quantities

```
Linear classes, exponents measured from mode sums (dimensionless)
  d=1 k^2, white noise       beta=0.250 alpha=0.500 z=2.000
  d=1 |k|^3, white noise     beta=0.333 alpha=1.000 z=3.000
  d=1 k^4, white noise       beta=0.375 alpha=1.500 z=4.000
  d=1 k^4, conserved noise   beta=0.125 alpha=0.500 z=4.001
  d=2 k^4, white noise       beta=0.250 alpha=1.000 z=4.001
  d=1 |k|^1.5, noise k^-0.5  beta=0.333 alpha=0.500 z=1.500
KPZ simulation d=1: beta=0.342 alpha=0.494 z=1.509
KPZ simulation: skewness of heights = 0.26
Linear simulation d=2: gain of W^2 = 0.457, formula 0.453
Linear simulation: skewness of heights = 0.03
Conserved nonlinear d=1: beta=0.333 alpha=1.000 z=3.000
Conserved nonlinear d=2: beta=0.200 alpha=0.667 z=3.333
Example: Ag(001)-like growth near 150 K, rough values
  lattice constant 0.41 nm, growth rate 0.05 nm/s
  nu = 4.0e-04 nm^2/s, K = 1.0e-03 nm^4/s
  atom volume 0.0172 nm^3, layer 0.205 nm, D = 4.31e-04 nm^4/s
  crossover time 6250 s, length 1.58 nm
  fit window 625 to 6250 s, film 31 to 312 nm
  W from 0.246 to 0.393 nm
  beta_eff at window start 0.222, end 0.182
  beta_eff = 0.2 at t/t_cross = 0.421
  fitted beta = 0.205, largest misfit of W = 0.78 percent
  half-height wavenumber 0.973 to 0.457 1/nm
  fitted z = 3.06, beta*z = 0.63
  tail wavelengths 1.72 to 4.58 nm
  alpha from spectrum tail = 0.92
  control nu=0: beta=0.250 z=4.00 alpha=1.00
Neglected effects
  share of W^2 beyond lattice cutoff 0.19 percent
  share of W^2 missed by a 200 nm scan 0.27 percent
  alpha from tail with lattice dispersion 0.84
  rms slope at window end 0.43
  layer-pinning factor at window start 4.9e-13
  hops per layer time at 150 K, barrier 0.4 eV: 1.49
  hop rate after warming to 300 K 1.9e+06 1/s
  settled-atom hop noise / shot noise, barrier 0.6 eV: 1.6e-07
  desorption per layer time, barrier 2 eV: 3e-54
  if nu < 0: mound wavelength 14.0 nm, growth time 25000 s
  conserved nonlinearity, natural size 4.2e-03 nm^3/s
  its ratio to the K term 1.65
  size that keeps the ratio at 0.1: 2.5e-04 nm^3/s
```
